# Statistical error of a thermal conductivity from cepstral analysis

## Problem

An equilibrium molecular dynamics run gives $N=100000$ samples $J_j$ of one Cartesian component of the heat-flux density, at interval $\Delta t$. The conductivity is found by cepstral analysis: the logarithm of the periodogram is Fourier transformed, and $P=50$ coefficients $C_0,\dots,C_{49}$ are kept.

(a) Derive the variance of the estimated $\ln\kappa$ for fixed $P$, and show that the relative standard error of $\kappa$ is about 5.7 percent.

(b) Examine the smallest and largest possible $P$, and the effect of changing the sampling interval.

(c) For a flux with an exponential autocorrelation, compare the statistical error with the truncation error. Use $\kappa=0.10$ W/(m K), $T=300$ K, cell volume $V=64$ nm³, correlation time $\tau=100$ fs and $\Delta t=10$ fs.

(d) Find the error when three equivalent flux components are available.

Take $N$ even and $P\le N/2$. The flux has zero equilibrium mean, and its memory is short compared with the run.

## Solution

### From conductivity to spectrum

For one component, the classical Green-Kubo formula is

$$\kappa=\frac{V}{k_BT^2}\int_0^\infty\langle J(0)J(t)\rangle\,dt .$$

Define the two-sided spectrum $S(\omega)=\int_{-\infty}^{\infty}\langle J(0)J(t)\rangle e^{i\omega t}dt$. The autocorrelation is even in time, so the half-line integral is $S(0)/2$ and

$$\kappa=\frac{V\,S(0)}{2k_BT^2}.$$

With $V$ and $T$ fixed, $\ln\kappa$ and $\ln S(0)$ differ by a constant and have the same variance.

### Statistics of the periodogram

Let $F_k=\sum_{j=0}^{N-1}J_je^{-2\pi ijk/N}$ and $S_k=(\Delta t/N)|F_k|^2$. Suppose first that the $J_j$ are independent Gaussians of variance $\sigma_J^2$, so that the sampled spectrum is $S=\sigma_J^2\Delta t$. For $0<k<N/2$, the sums of $\cos^2$ and $\sin^2$ over $j$ are both $N/2$, and the sum of their cross product is zero. The real and imaginary parts of $F_k$ are therefore independent Gaussians of variance $N\sigma_J^2/2$. Orthogonality also makes amplitudes at different $k$ in this range independent. Hence

$$S_k=S(\omega_k)\,\xi_k,\qquad \text{probability density of }\xi_k=e^{-\xi}\quad(\xi>0).$$

A flux with memory can be modelled as filtered white noise. Filtering multiplies each Fourier amplitude by the filter's response, apart from terms from the ends of the run. For the exponential model of part (c), their relative power is of order $\tau/(N\Delta t)$, so the same law holds approximately for a long run. It can fail at high frequencies if a very smooth flux has almost no power there. Leakage from the strong low frequencies then fills those bins with correlated values, and the variance derived below should be checked for such a flux. If the noise is not Gaussian, the central limit theorem still makes individual Fourier amplitudes nearly Gaussian, but different ordinates keep weak correlations of order $1/N$. For independent driving noise of excess kurtosis $g$, these add about $g/N$ to the variance of the estimate derived below. That is a small correction when $|g|\ll 4P$.

The moments of $\ln\xi$ follow from

$$\langle e^{t\ln\xi}\rangle=\int_0^\infty \xi^t e^{-\xi}d\xi=\Gamma(1+t).$$

The product formula for the Gamma function gives

$$\ln\Gamma(1+t)=-\gamma t+\sum_{m=1}^{\infty}\left[\frac tm-\ln\left(1+\frac tm\right)\right],$$

where $\gamma$ is Euler's constant. The first and second derivatives at $t=0$ are the mean and variance:

$$\langle\ln\xi\rangle=-\gamma=-0.5772,\qquad \operatorname{var}(\ln\xi)=\sum_{m=1}^\infty\frac1{m^2}=\frac{\pi^2}{6}=1.6449 .$$

Taking the logarithm thus turns multiplicative noise into additive noise with known mean and variance.

### The estimator as a weighted average

The cepstral coefficients are

$$C_n=\frac1N\sum_{k=0}^{N-1}\ln S_k\cos\frac{2\pi kn}{N},$$

with $S_k$ expressed in any fixed unit. Evaluating the truncated cosine series at zero frequency, and removing the mean $-\gamma$, gives

$$\widehat{\ln S(0)}=\gamma+C_0+2\sum_{n=1}^{P-1}C_n=\gamma+\sum_{k=0}^{N-1}w_k\ln S_k,$$

$$w_k=\frac1N\left[1+2\sum_{n=1}^{P-1}\cos\frac{2\pi kn}{N}\right].$$

Each cosine with $1\le n\le P-1$ sums to zero over $k$, so $\sum_kw_k=1$. This is why the offset to be added is $\gamma$. Two such cosines have the product sum $(N/2)\delta_{nm}$, and therefore

$$\sum_{k=0}^{N-1}w_k^2=\frac1{N^2}\left[N+4(P-1)\frac N2\right]=\frac{2P-1}{N}.$$

### The variance

These $N$ ordinates are not all independent. Because $J_j$ is real, $S_{N-k}=S_k$, and also $w_{N-k}=w_k$. Each independent interior ordinate enters with weight $2w_k$.

The bins $k=0$ and $k=N/2$ have real amplitudes, so there $S_k/S(\omega_k)=z^2$ with $z$ a standard normal variable. From $\langle (z^2)^t\rangle=2^t\Gamma(\tfrac12+t)/\Gamma(\tfrac12)$, the variance of $\ln z^2$ is

$$\sum_{m=0}^\infty\frac1{(m+\frac12)^2}=4\sum_{m=0}^\infty\frac1{(2m+1)^2}=\frac{\pi^2}{2}.$$

Write $e=w_0^2+w_{N/2}^2$. Since $w_0=(2P-1)/N$ and $w_{N/2}=\pm1/N$, we have $e=[(2P-1)^2+1]/N^2$. The interior squares over half the spectrum sum to $\frac12[(2P-1)/N-e]$. Hence

$$\operatorname{var}(\widehat{\ln\kappa})
=\frac{\pi^2}{6}\cdot4\cdot\frac12\left[\frac{2P-1}{N}-e\right]+\frac{\pi^2}{2}e
=\frac{\pi^2}{6}\left[\frac{4P-2}{N}+e\right].$$

This is exact for Gaussian white noise. For $P\ll N$ the term $e$ is negligible, leaving

$$s=\sqrt{\frac{\pi^2}{6}\,\frac{4P-2}{N}} .$$

For the stated data,

$$s^2=1.6449\times\frac{198}{100000}=0.003257,\qquad s=0.0571 .$$

Including $e$ changes $s^2$ only to 0.003259. Treating the mirror ordinates as independent would lose a factor $\sqrt2$ and give 4.0 percent. The count matters slightly too: 50 coefficients in addition to the zeroth would mean $P=51$ and $s=5.76$ percent.

### From the logarithm to the conductivity

Write $\hat\kappa=\kappa e^\delta$. Then $\hat\kappa/\kappa-1=\delta+\delta^2/2+\dots$, and to first order its standard deviation is that of $\delta$. The relative standard error of $\kappa$ is therefore about **5.7 percent**, as was to be shown.

For Gaussian white noise this linearization can be checked without assuming that $\delta$ is Gaussian. Independence of the ordinates gives

$$\left\langle\left(\frac{\hat\kappa}{\kappa}\right)^m\right\rangle=e^{m\gamma}\prod_{k=1}^{N/2-1}\Gamma(1+2mw_k)\prod_{k=0,N/2}\frac{2^{mw_k}\Gamma(\frac12+mw_k)}{\Gamma(\frac12)} .$$

The moments $m=1,2$ yield a standard deviation of 5.71 percent of the true $\kappa$, and a mean excess of 0.095 percent. Systematic errors of this size are small beside $s$.

### (b) Limits and sampling interval

For $P=1$, the estimate is the average of the log-spectrum over all frequencies. For Gaussian noise its variance is only about $(\pi^2/6)(2/N)$; at such small $P$ the extra term $g/N$ of non-Gaussian noise can be as large or larger. In either case it estimates $\ln S(0)$ correctly only if that average equals $\ln S(0)$, as for a white spectrum. A small error bar then says nothing about the bias.

For $P=N/2$ and large $N$, $(4P-2)/N\to2$ and $e\to1$. The full variance becomes $3\pi^2/6=\pi^2/2$, which is that of the single zero-frequency ordinate. Nothing has been averaged, and a longer run does not help. The short formula for $s$ fails here because $e$ is no longer small.

For $P\ll N$, the error is proportional to $N^{-1/2}$ at fixed $P$ and $\Delta t$. Coefficient $n$ belongs to the time $n\Delta t$. With $t_P=P\Delta t$ and $1\ll P\ll N$,

$$s^2\approx\frac{\pi^2}{6}\,\frac{4t_P}{N\Delta t}.$$

At fixed run length $N\Delta t$ and fixed $t_P$, finer sampling therefore hardly changes the error. If the series is resampled before the analysis, $N$ and $P$ must both refer to the resampled series. The interval must also stay short enough to resolve the flux: sampling too coarsely can fold high-frequency power onto zero frequency and bias $\kappa$, an error that $s$ does not show.

### (c) An exponential flux autocorrelation

Let $\langle J(0)J(t)\rangle=J_{\rm rms}^2e^{-|t|/\tau}$. The Green-Kubo integral gives $\kappa=VJ_{\rm rms}^2\tau/(k_BT^2)$, so

$$J_{\rm rms}=\sqrt{\frac{\kappa k_BT^2}{V\tau}}=4.41\ \text{GW/m}^2 .$$

Adjacent samples have correlation $a=e^{-\Delta t/\tau}=0.905$. Summing the two geometric series for positive and negative lags gives, with $\theta=\omega\Delta t$,

$$S(\omega)=\Delta t\,J_{\rm rms}^2\frac{1-a^2}{|1-ae^{-i\theta}|^2}.$$

Using $-\ln(1-z)=\sum_{n\ge1}z^n/n$ for both factors of the denominator,

$$\ln S(\omega)=\ln[\Delta t J_{\rm rms}^2(1-a^2)]+2\sum_{n=1}^\infty\frac{a^n}{n}\cos n\theta .$$

The noise-free coefficients are thus $a^n/n$ for $n\ge1$, and truncation shifts $\ln\kappa$ by $-2\sum_{n\ge P}a^n/n$. At fixed $N=100000$:

| $P$ | $s$ (%) | truncation shift (%) |
|---:|---:|---:|
| 40 | 5.10 | −0.80 |
| 50 | 5.71 | −0.24 |
| 60 | 6.26 | −0.08 |

For this spectrum, noise dominates at all three values. The quoted $s$ does not include the extra scatter that arises if $P$ is chosen from the same data.

Synthetic trajectories were generated by $J_j=aJ_{j-1}+J_{\rm rms}\sqrt{1-a^2}\,\eta_j$, with independent $\eta_j$ of zero mean and unit variance. The first, with Gaussian $\eta_j$, gave $\kappa=0.1013$ W/(m K). Its error bar is $0.1013\times0.0571=0.0058$ W/(m K), and the input value lies within it.

Over 1000 Gaussian runs, the standard deviation of $\ln\hat\kappa$ was 5.69 percent, and 68.4 percent of runs lay within one $s$ of the sampled model's value. A normal law gives 68.3 percent. With shifted exponential variables for $\eta_j$, 300 runs gave 5.40 percent. The sampling uncertainty of that figure is about $5.71/\sqrt{600}=0.23$ percentage points, so the difference from $s$ is not significant.

The mean of $\ln\hat\kappa$ in the Gaussian runs was shifted by $-0.44\pm0.18$ percent. Truncation predicts $-0.24$ percent. The two real bins add $-\ln2\,(w_0+w_{N/2})=-0.07$ percent, because $\langle\ln z^2\rangle=-\gamma-\ln2$. The predicted total, $-0.31$ percent, agrees within the uncertainty.

The chosen conductivity and temperature are roughly those of liquid carbon tetrachloride near room temperature. The single 100 fs relaxation time is a model choice, not a property computed for that liquid. A real flux may have several relaxation times and oscillations. In the single-exponential model the truncation error depends almost only on $P\Delta t/\tau$, so if $\tau$ were twice as long, keeping a similar truncation error would require about twice as many coefficients. At fixed $N$ and $\Delta t$ this raises $s$ by a factor of about $\sqrt2$, to about 8 percent.

Other effects are small in this model. The finite sampling interval raises $\kappa$ by 0.08 percent, and spectral leakage lowers the mean zero-frequency periodogram by 0.01 percent. A quantum oscillator of angular frequency $1/\tau$ at 300 K has a heat capacity 0.5 percent below its classical value. This gauges the classical treatment of the slow motions, but does not cover intramolecular vibrations. At a rough sound speed of 1000 m/s, sound crosses the 4 nm cell in 4 ps, or $40\tau$. That separates the two times but does not supply a finite-size correction. Force-field error is also outside $s$.

Finally, the time average must not be subtracted from the flux before this analysis. In exact arithmetic, doing so makes $S_0=0$ and its logarithm diverge. On a computer, rounding can leave a tiny positive $S_0$ and hide the fault: a residue of $10^{-30}$ of the proper value shifts $\ln\kappa$ by $w_0\ln10^{-30}\approx-0.07$, which is larger than $s$.

### (d) Three equivalent components

In an isotropic liquid, average the three periodograms before taking the logarithm. If the components are independent, each interior ordinate is proportional to a sum $q$ of three unit exponentials. Since $\langle q^t\rangle=\Gamma(3+t)/\Gamma(3)$, the variance of its logarithm is

$$\sum_{m=3}^\infty\frac1{m^2}=\frac{\pi^2}{6}-1-\frac14=0.3949 .$$

The mean offset changes as well. From $\Gamma(3+t)=(2+t)(1+t)\Gamma(1+t)$, the mean of $\ln(q/3)$ is $\frac12+1-\gamma-\ln3=-0.176$, so 0.176 replaces $\gamma$ as the constant added in the estimator. The weights are unchanged, so for $P\ll N$ the error is $\sqrt{0.3949\times0.00198}=2.80$ percent. Averaging three separate estimates of $\ln\kappa$ instead gives $5.707/\sqrt3=3.29$ percent. At the same $N$ and $P$, averaging before the logarithm uses the data better.

The computed values are collected in the numerical output below.

## Calculated quantities

```
samples N: 100000; coefficients P: 50
mean of log ordinate: -0.577216
variance of log ordinate: 1.644934
sum of squared weights: 0.000990
(4P-2)/N: 0.001980
variance of ln kappa, formula: 0.003257
variance with real bins: 0.003259
standard error s: 5.707 %
mirror pairs wrongly independent: 4.04 %
50 kept besides the zeroth: 5.764 %
white noise, exact relative sd: 5.712 %
white noise, exact mean bias: 0.095 %
three components, variance of log: 0.394934
three periodograms averaged: 2.80 %
three log estimates averaged: 3.29 %
input conductivity: 0.100 W/(m K)
temperature: 300 K; volume: 64 nm^3
correlation time: 100 fs
sampling interval: 10 fs
run length: 1.00 ns
rms flux: 4.406 GW/m^2
adjacent-sample correlation a: 0.90484
conductivity of sampled model: 0.10008 W/(m K)
first run, conductivity: 0.1013 W/(m K)
first run, error bar: 0.0058 W/(m K)
Gaussian runs: 1000; non-Gaussian runs: 300
simulated sd of ln kappa: 5.69 %
simulated relative sd of kappa: 5.68 %
non-Gaussian sd of ln kappa: 5.40 %
simulated mean log bias: -0.44 %
its standard error: 0.18 %
predicted mean log bias: -0.31 %
runs within one s: 68.4 %
normal law within one s: 68.3 %
P=40: s 5.10 %, truncation -0.803 %
P=50: s 5.71 %, truncation -0.243 %
P=60: s 6.26 %, truncation -0.076 %
real-bin log bias: -0.068 %
finite sampling bias: 0.083 %
leakage deficit at zero frequency: 0.010 %
quantum heat-capacity deficit: 0.54 %
rough sound speed: 1000 m/s
sound crossing time: 4.0 ps
crossing time / correlation time: 40
```
